# Read window of a threshold selector in series with a memory cell

## Problem

A crossbar cell consists of a threshold selector in series with a resistive memory element. The selector stays in its off state, with resistance \(R_{\rm off}=10\) Mohm, until the voltage across the selector itself reaches \(V_{\rm th}=1.2\) V. It then fires, that is, it switches to a conducting state. The memory element has resistance \(R_L=10\) kohm or \(R_H=2\) Mohm.

(a) The voltage \(V\) applied to the whole cell is raised slowly from zero. Show that the range of \(V\) in which a low-resistance cell has fired and a high-resistance cell has not, the read window, is about 0.24 V wide.

(b) Choose a read voltage in the middle of the window. Find the current in each state and check that the read does not switch the memory. After firing, the selector voltage is \(V_{\rm hold}+R_{\rm on}I\), with \(V_{\rm hold}=0.8\) V and \(R_{\rm on}=1\) kohm. The on state needs at least 5 µA to persist, and the memory switches at 1.0 V.

(c) Estimate how device spread, a fast ramp and heating affect the read.

Assume that both memory states are ohmic and that \(V_{\rm th}\) does not depend on the memory state. \(R_{\rm off}\) means the ratio of selector voltage to current at threshold. Wire resistance is ignored until Variation 2.

## Hints

1. Before firing, the same current flows through both elements. What fraction of \(V\) does the selector receive?
2. The firing condition concerns the selector voltage, while the window is measured in applied voltage.
3. After firing, use the on-state law in place of \(R_{\rm off}\), and check whether the resulting current can sustain the on state.
4. For part (c), ask which quantity in the firing condition each effect changes.

## Solution

### (a) The two firing voltages

Let \(R\) be the memory resistance. Before firing, the series current is

\[
I=\frac{V}{R_{\rm off}+R},
\]

so the selector voltage is

\[
V_{\rm sel}=R_{\rm off}I=V\,\frac{R_{\rm off}}{R_{\rm off}+R}.
\]

This rises in proportion to \(V\), so it reaches \(V_{\rm th}\) at one applied voltage. Setting \(V_{\rm sel}=V_{\rm th}\) and solving for \(V\) gives

\[
V_{\rm fire}=V_{\rm th}\,\frac{R_{\rm off}+R}{R_{\rm off}}
=V_{\rm th}\left(1+\frac{R}{R_{\rm off}}\right).
\]

For the two memory states,

\[
V_L=1.2\left(1+\frac{0.01}{10}\right)=1.2012\ \text{V},\qquad
V_H=1.2\left(1+\frac{2}{10}\right)=1.4400\ \text{V}.
\]

The term \(V_{\rm th}\) is common to both and cancels in the difference:

\[
\Delta V=V_H-V_L=V_{\rm th}\,\frac{R_H-R_L}{R_{\rm off}}
=1.2\times\frac{1.99}{10}=0.2388\ \text{V}\approx0.24\ \text{V}.
\]

For \(V_L\le V<V_H\), the low-resistance cell has fired and the high-resistance cell has not. A numerical solution of the circuit, scanned in steps of 1 mV, gives a window of 0.239 V.

The result can also be written with the off current at threshold, \(I_{\rm th}=V_{\rm th}/R_{\rm off}=120\) nA:

\[
\Delta V=I_{\rm th}(R_H-R_L).
\]

The window is the difference between the voltages that the two memory states take up when this small current flows through them. As \(R_{\rm off}\to\infty\) with the other values fixed, the current and the window vanish: a selector without leakage fires at the same applied voltage in both states. The states must then be told apart by what happens after firing. This method of reading therefore relies on leakage, which Variation 2 shows to be harmful in a large array.

### (b) Reading at the midpoint

The midpoint is

\[
V_{\rm read}=\frac{1.2012+1.4400}{2}=1.3206\ \text{V},
\]

with a margin of \(\Delta V/2=0.1194\) V on each side.

In the low state the selector has fired. Kirchhoff's voltage law reads \(V_{\rm read}=V_{\rm hold}+R_{\rm on}I+R_LI\), hence

\[
I_L=\frac{V_{\rm read}-V_{\rm hold}}{R_L+R_{\rm on}}
=\frac{0.5206\ \text{V}}{11\ \text{kohm}}=47.3\ \text{µA}.
\]

This exceeds the holding current of 5 µA, so the on state persists. In the high state the selector is still off, and

\[
I_H=\frac{V_{\rm read}}{R_{\rm off}+R_H}
=\frac{1.3206\ \text{V}}{12\ \text{Mohm}}=110\ \text{nA}.
\]

The current ratio is about 430. The memory voltages are \(R_LI_L=0.473\) V and \(R_HI_H=0.220\) V, both below the switching voltage of 1.0 V.

Suppose the high-resistance cell were driven to its own firing edge at 1.4400 V. The on-state law would then require

\[
I=\frac{1.4400-0.8}{2.001\ \text{Mohm}}=0.320\ \text{µA},
\]

which is below the holding current. The upper edge of the window thus marks a firing event and not the start of a lasting on state. During that event the memory voltage is at most \(1.4400-0.8=0.640\) V, provided that the selector voltage does not fall below \(V_{\rm hold}\).

### (c) What changes the window

**Spread of the threshold.** Let \(V_{\rm th}\) vary from cell to cell as a Gaussian with standard deviation 30 mV, with \(R_{\rm off}\) held fixed. Since \(V_{\rm fire}\) is \(V_{\rm th}\) times \(1+R/R_{\rm off}\), its standard deviation is 30 mV in the low state and \(1.2\times30=36\) mV in the high state. The margin of 119.4 mV is then 4.0 and 3.3 standard deviations. Suppose that the read circuit registers the firing event itself, so that a low-resistance cell that fails to fire and a high-resistance cell that fires are both misread. The Gaussian tails beyond these points then give misread probabilities of \(3.5\times10^{-5}\) and \(4.6\times10^{-4}\). In one million cells, half in each state, about 245 would be misread. This count depends on the assumption of a fixed \(R_{\rm off}\). If instead all cells share the sinh curve of Variation 1, case (i), a cell with a higher threshold also carries a higher current when it fires. The standard deviation in the high state is then \(30\,(1+R_H\,dI/dV_{\rm sel})=66\) mV, with the slope taken at threshold. The slope is smaller for cells with a lower threshold, so the firing voltages are not Gaussian and the count must come from the curve itself. Solving \(V_{\rm th}+R_H\,I(V_{\rm th})=V_{\rm read}\) shows that a high-resistance cell is misread if its threshold lies at least 58.5 mV, or 1.95 standard deviations, below the mean. About 13 000 cells would then be misread at the same read voltage. For such a circuit, a window of 0.24 V is therefore narrow for a large memory without error correction, if the spread is this large. A circuit that senses the average current instead could still recognise a high-resistance cell that has fired. Such a cell cannot stay on and may fire repeatedly, but \(R_H\) limits its average current to at most \(V_{\rm read}/R_H=0.66\) µA, far below 47.3 µA.

**Finite ramp rate.** Let a capacitance \(C\) lie across the selector, and let \(V=at\). The current arriving through the memory charges \(C\) and feeds the leakage:

\[
C\frac{dV_{\rm sel}}{dt}=\frac{at-V_{\rm sel}}{R}-\frac{V_{\rm sel}}{R_{\rm off}}.
\]

Once the initial transient has died out, the solution is

\[
V_{\rm sel}=\frac{R_{\rm off}}{R_{\rm off}+R}\,a(t-\tau),\qquad
\tau=C\,\frac{R\,R_{\rm off}}{R+R_{\rm off}}.
\]

To verify it, note that \(1/R+1/R_{\rm off}=C/\tau\), so that the two terms in \(V_{\rm sel}\) on the right add up to \(-a(t-\tau)/R\). The right side is then \(a\tau/R\), which equals the left side, \(CaR_{\rm off}/(R_{\rm off}+R)\). Setting \(V_{\rm sel}=V_{\rm th}\) gives \(at=V_{\rm fire}+a\tau\), so firing is delayed by \(a\tau\) in applied voltage. With \(C=50\) aF and \(a=0.1\) V/ns, the high state has \(\tau=83.3\) ps and a delay of 8.3 mV. In the low state \(\tau\) is more than a hundred times smaller, so the window measured during the ramp widens by about 8 mV. If the ramp instead stops at a read voltage that is held for much longer than \(\tau\), the selector voltage settles to its static value, and the window is that of part (a). The capacitance of the memory element is left out here. It would reduce the delay in the high state, and would make the cell fire early if it exceeded \(R_{\rm off}/R_H=5\) times \(C\). The switching delay of the selector itself is also left out. If switching took an extra 1 ns while the ramp continued, the applied voltage would rise by a further 100 mV in that time, far more than the charging delay.

**Heating.** Let the off current at threshold be thermally activated with an energy of 0.30 eV. Between 300 K and 358 K, \(R_{\rm off}\) then falls from 10 to 1.526 Mohm. With \(R_H\) and \(V_{\rm th}\) held fixed, the formula gives a window of 1.565 V. That value cannot be used, because the memory would have to carry more than its switching voltage of 1.0 V before the selector fired. If the high memory state is also activated, with 0.20 eV, \(R_H\) falls to 0.571 Mohm and

\[
\Delta V=1.2\times\frac{0.571-0.010}{1.526}=0.441\ \text{V}.
\]

This widening depends on the activation energy at threshold, which the field can make smaller than the low-field value. Suppose instead that 0.30 eV belongs to the prefactor of the sinh curve in Variation 1, case (i), and that \(v_0\) grows in proportion to the absolute temperature. The current at threshold then rises only to 298 nA, and with the same activated memory the window shrinks to 0.167 V.

Even a wider window does not by itself make the hot read safe, since \(V_{\rm th}\) also falls on heating in real threshold selectors. With the hot resistances of 1.526 and 0.571 Mohm, \(V_H=1.374\,V_{\rm th}\). A high-resistance cell would fire at the unchanged read voltage of 1.3206 V if \(V_{\rm th}\) dropped to 0.96 V. With the hot sinh curve instead, the selector of a high-resistance cell already receives 1.17 V at that read voltage, so a drop of only about 30 mV in \(V_{\rm th}\) would make it fire.

### Comparison with real devices

The numbers are rough values in the regime of a chalcogenide ovonic threshold selector on a phase-change memory cell. Such selectors do not have a constant off resistance: their off current rises steeply with voltage. Variation 1 shows that this can change the calculated window tenfold, depending on where the 10 Mohm was measured. The high-resistance state of a phase-change cell is not ohmic either. What counts is its voltage-to-current ratio at \(I_{\rm th}\); if that were 1 Mohm instead of 2 Mohm, the window would halve to about 0.12 V.

## Variation 1: a nonlinear off state

**Question.** The off current follows \(I(V_{\rm sel})\propto\sinh(V_{\rm sel}/v_0)\) with \(v_0=0.2\) V. Find the window if the 10 Mohm applies (i) at threshold and (ii) at half threshold.

**Solution.** Before firing, \(V=V_{\rm sel}+R\,I(V_{\rm sel})\). The right side increases with \(V_{\rm sel}\), so firing occurs at

\[
V_{\rm fire}=V_{\rm th}+R\,I(V_{\rm th}),\qquad
\Delta V=(R_H-R_L)\,I(V_{\rm th}).
\]

The shape of the curve below threshold drops out. In case (i), \(I(V_{\rm th})=120\) nA and the window is again 0.2388 V.

In case (ii), the current at 0.6 V is 60 nA. Using \(\sinh 2x=2\sinh x\cosh x\) with \(x=3\),

\[
I(V_{\rm th})=60\ \text{nA}\times\frac{\sinh 6}{\sinh 3}
=60\ \text{nA}\times2\cosh3=1.208\ \text{µA},
\]

and \(\Delta V=1.208\ \text{µA}\times1.99\ \text{Mohm}=2.40\) V. This is the result for an ohmic memory. The memory of part (b) would reach 1.0 V and switch before the selector fired, so the usable window is smaller. A leakage figure must therefore come with the voltage at which it was measured.

## Variation 2: how long may the lines be?

**Question.** The selected cell sits at the far end of a word line driven to \(V=V_{\rm read}\) and a bit line driven to zero. Each line has \(N\) cells and a wire resistance \(r=2.5\) ohm per cell. All unselected lines are held at \(V/2\), and the half-selected cells are in the low state with an ohmic off resistance. For which \(N\) does a low-resistance cell still fire?

**Solution.** A half-selected cell sees about 0.66 V, so it stays off, but it leaks 66 nA. Let \(u(n)\) be the word-line voltage at cell \(n\) minus \(V/2\), and let \(g=1/(R_{\rm off}+R_L)\). The line current is \(i=-(1/r)\,du/dn\), and each cell removes \(gu\), so \(di/dn=-gu\). Together,

\[
\frac{d^2u}{dn^2}=rg\,u,\qquad u(0)=\frac V2,\qquad \frac{du}{dn}(N)\approx0.
\]

The last condition neglects the small current of the selected cell before firing. The solution is

\[
u(n)=\frac V2\,\frac{\cosh[\sqrt{rg}\,(N-n)]}{\cosh(\sqrt{rg}\,N)}.
\]

The bit line deviates from \(V/2\) by \(-u\), by symmetry. The selected cell therefore receives \(2u(N)=V/\cosh(\sqrt{rg}\,N)\). Requiring this to be at least \(V_L\) gives

\[
N\le\frac{\operatorname{arccosh}(V/V_L)}{\sqrt{rg}}
=\frac{\operatorname{arccosh}(1.3206/1.2012)}{\sqrt{2.5/(10.01\times10^6)}}\approx885.
\]

A full resistor-ladder calculation, which includes the current of the selected cell, gives 883.

At this length no margin is left for spread. With \(N=512\), the lines take 0.042 V of the 0.119 V margin. The remaining 0.077 V is 2.6 standard deviations of the threshold spread, compared with 4.0 without wires. After firing, the 2560 ohm of wire also lowers the read current from 47.3 to 38.4 µA, if leakage along the lines is neglected. With leakage included, the cell current is 35.4 µA. The word-line driver then supplies about 67 µA, compared with 33 µA when the selected cell is in the high state and has not fired. The current ratio seen at the driver is thus about 2, not the 430 of an isolated cell, and the read circuit must allow for this background.

The sinh curve of case (i) leaks 8.06 nA at half-bias instead of 66 nA. For small losses the voltage lost is about \(rN^2\) times this current, which is 5 mV for \(N=512\). At a fixed threshold current, a steeper off-state curve thus preserves the nominal read window and reduces the loss along the lines. If all cells share that curve, however, it also makes the high-state firing voltage more sensitive to threshold spread, as noted in part (c).

Most of the values used here are listed in the numerical output below.

## Numbers as computed

```
Selector threshold: 1.2 V
Selector off resistance: 10 Mohm
Low memory resistance: 10 kohm
High memory resistance: 2 Mohm
Off current at threshold: 120.0 nA
Firing voltage, low state: 1.2012 V
Firing voltage, high state: 1.4400 V
Read window: 0.2388 V
Read window from 1 mV scan: 0.239 V
Midpoint read voltage: 1.3206 V
Margin on each side: 0.1194 V
Voltage scale of sinh curve: 0.2 V
Window, sinh, 10 Mohm at threshold: 0.2388 V
Threshold current, sinh, 10 Mohm at half threshold: 1.208 uA
Window, sinh, 10 Mohm at half threshold: 2.404 V
Holding voltage: 0.8 V
Selector on resistance: 1 kohm
Holding current: 5.0 uA
Read current, low state fired: 47.33 uA
Read current, high state unfired: 110.0 nA
Read current ratio: 430
Load-line current, high state at its edge: 0.320 uA
Memory voltage, low state fired: 0.473 V
Memory voltage, high state unfired: 0.220 V
Memory voltage bound, high state firing: 0.640 V
Memory switching threshold: 1.0 V
Wire resistance per cell: 2.5 ohm
Half-selected current, ohmic: 66.0 nA
Half-selected current, sinh: 8.06 nA
Largest line length, formula: 885 cells
Largest line length, ladder: 883 cells
Example line length: 512 cells
Voltage lost before firing, example line: 0.0423 V
Fired current with wires, example line: 38.39 uA
Threshold standard deviation: 30 mV
Firing spread, high state: 36.0 mV
Misread probability, low state: 3.50e-05
Misread probability, high state: 4.55e-04
Sampled misread fraction, low state: 2.88e-05
Sampled misread fraction, high state: 4.64e-04
Selector capacitance: 50 aF
Ramp rate: 0.1 V/ns
Charging time, high state: 83.3 ps
Firing delay in applied voltage: 8.33 mV
Room temperature: 300 K
Hot temperature: 358 K
Selector activation energy: 0.30 eV
Memory activation energy: 0.20 eV
Hot selector off resistance: 1.526 Mohm
Hot high memory resistance: 0.571 Mohm
Hot window, memory fixed: 1.565 V
Hot window, memory activated: 0.441 V
```
